# Three-omega heater integral with a bounded oscillatory tail

## Result

A thin strip heater of width $2b$ lies on a half-space with conductivity $k$, volumetric heat capacity $C$ and diffusivity $D=k/C$. It carries a current $\propto\cos\omega t$ and dissipates the power per length $(P/l)(1+\cos2\omega t)$. With the time factor $e^{+i\Omega t}$, $\Omega=2\omega$, the temperature amplitude averaged over the width is

$$\Delta T=\frac{P}{\pi kl}\,I(\beta),\qquad I(\beta)=\int_0^\infty\frac{\sin^2x}{x^2\sqrt{x^2+\beta^2}}\,dx,$$

where $\beta=qb$, $q=\sqrt{i\Omega/D}$ and $\mathrm{Re}\,q>0$. Write $B=|\beta|$, so that $\beta=Be^{i\pi/4}$ and $\beta^2=iB^2$. The length $1/|q|$ measures how far the thermal wave penetrates.

Cut the integral at $X=N\pi$, with $N$ a positive integer, and let $g(x)=x^{-2}(x^2+\beta^2)^{-1/2}$. Then

$$I=\int_0^X\frac{\sin^2x}{x^2\sqrt{x^2+\beta^2}}dx+\frac{1}{2X\left(X+\sqrt{X^2+\beta^2}\right)}+\frac{g'(X)}8-\frac{g'''(X)}{32}+\epsilon,$$

$$|\epsilon|\le\frac{2c_0}{X^6},\qquad c_0=\frac{4}{\sqrt{(1/\sqrt2-1/2)/2}},$$

for every $B>0$. The bound covers the tail; panel quadrature and rounding are separate errors.

## From the heat equation to the integral

The substrate is homogeneous and isotropic, the flux under the strip is uniform, the rest of the surface is insulated, and the heater is long, stores no heat and has a constant resistance. Let $\xi$ be the lateral position and $y$ the depth. The amplitude obeys $i\Omega T=D\nabla^2T$. A solution even in $\xi$ and decaying with depth is

$$T=\int_0^\infty A(\lambda)\cos(\lambda\xi)e^{-\kappa y}d\lambda,\qquad\kappa^2=\lambda^2+q^2.$$

The flux entering at $y=0$ is $-k\,\partial T/\partial y=k\int\kappa A\cos(\lambda\xi)d\lambda$. It must equal $P/(2bl)$ for $|\xi|<b$ and zero outside. The cosine transform of this step is

$$\frac2\pi\frac{P}{2bl}\int_0^b\cos(\lambda\xi)d\xi=\frac{P}{\pi l}\frac{\sin\lambda b}{\lambda b},$$

so $A=(P/\pi kl)\,\sin(\lambda b)/(\lambda b\,\kappa)$. Averaging $\cos\lambda\xi$ over the strip gives a second factor $\sin(\lambda b)/(\lambda b)$. With $x=\lambda b$ we have $d\lambda=dx/b$ and $\kappa=\sqrt{x^2+\beta^2}/b$; the factors of $b$ cancel and $I(\beta)$ follows.

A finite-volume solution of the heat equation tests this starting point. It differs from $I$ by 0.06 % at $B=0.5$ and 0.11 % at $B=3$, relative to $I$.

A second form serves as a reference and yields both limits. Integration by parts gives

$$\int_0^2\left(1-\frac s2\right)\cos(xs)\,ds=\frac1{2x}\int_0^2\sin(xs)\,ds=\frac{1-\cos2x}{2x^2}=\frac{\sin^2x}{x^2}.$$

Insert this in $I$ and use the standard transform $\int_0^\infty\cos(xs)/\sqrt{x^2+\beta^2}\,dx=K_0(\beta s)$:

$$I=\int_0^2\left(1-\frac s2\right)K_0(\beta s)\,ds.$$

Here $s$ is the separation of two heater points in units of $b$, $1-s/2$ is its probability density, and $K_0$ is the response to a line source.

## The finite part

For small $B$ the factor $1/\sqrt{x^2+iB^2}$ changes rapidly near $x=B$, and panels of fixed length in $x$ fail there. On $0<x<\pi$ put $x=B\sinh t$. Since $dx=B\cosh t\,dt$, the factors of $B$ cancel:

$$\int_0^\pi\frac{\sin^2x}{x^2\sqrt{x^2+\beta^2}}dx=\int_0^{\operatorname{arsinh}(\pi/B)}\frac{\sin^2(B\sinh t)}{(B\sinh t)^2}\frac{\cosh t}{\sqrt{\sinh^2t+i}}\,dt.$$

The branch points satisfy $\sinh^2t=-i$. No real $t$ does so, and the equation does not contain $B$, so their distance from the real axis is fixed. Panels of at most unit length in $t$ suit every small $B$.

For $x>\pi$ use panels of length $\pi$, one period of $\sin^2x$. The nearest branch point of the root lies on the ray at $-45^\circ$, at least $x/\sqrt2$ away from real $x$. Every panel has 20 Gauss–Legendre nodes.

## The tail and its bound

Write $\sin^2x=(1-\cos2x)/2$. The mean part has an elementary primitive, because

$$\frac{d}{dx}\left[-\frac{\sqrt{x^2+\beta^2}}{\beta^2x}\right]=\frac{-x^2+(x^2+\beta^2)}{\beta^2x^2\sqrt{x^2+\beta^2}}=g(x).$$

Hence

$$\frac12\int_X^\infty g\,dx=\frac{\sqrt{X^2+\beta^2}-X}{2\beta^2X}=\frac{1}{2X(X+\sqrt{X^2+\beta^2})}.$$

The last form avoids subtracting nearly equal numbers when $X\gg B$.

For the oscillatory part let $J[g]=\int_X^\infty\cos(2x)\,g\,dx$. At $X=N\pi$, $\sin2X=0$ and $\cos2X=1$. Two integrations by parts give

$$J[g]=-\frac12\int_X^\infty\sin(2x)\,g'dx=-\frac12\left(\frac{g'(X)}2+\frac12J[g'']\right)=-\frac{g'(X)}4-\frac14J[g''].$$

Applying the same rule to $g''$,

$$J[g]=-\frac{g'(X)}4+\frac{g'''(X)}{16}+\frac1{16}J[g''''].$$

The tail contains $-J/2$, which gives the signs in the opening formula. With $r=x^2+\beta^2$, successive differentiation yields

$$g'=-2x^{-3}r^{-1/2}-x^{-1}r^{-3/2},$$
$$g''=6x^{-4}r^{-1/2}+3x^{-2}r^{-3/2}+3r^{-5/2},$$
$$g'''=-24x^{-5}r^{-1/2}-12x^{-3}r^{-3/2}-9x^{-1}r^{-5/2}-15x\,r^{-7/2}.$$

At $\beta=0$ these reduce to the derivatives of $x^{-3}$: $-3x^{-4}$, $12x^{-5}$ and $-60x^{-6}$.

To bound the remainder, take a disc of radius $x/2$ about real $x>0$, with points $z$. Then $|z|\ge x/2$ and $|\arg z|\le30^\circ$. The zeros of $z^2+\beta^2$ are $\pm z_1$ with $z_1=Be^{-i\pi/4}$. The centre is at least $x/\sqrt2$ from the ray through $z_1$, so $|z-z_1|\ge(1/\sqrt2-1/2)x$. The directions of $z$ and $z_1$ differ by at most $75^\circ$, so $|z+z_1|\ge|z|\ge x/2$. Therefore $g$ is analytic in the disc and

$$|g(z)|\le\frac{4}{x^2}\,\frac{1}{x\sqrt{(1/\sqrt2-1/2)/2}}=\frac{c_0}{x^3}.$$

Cauchy's estimate gives $|g''''(x)|\le4!\,(x/2)^{-4}c_0x^{-3}=384\,c_0x^{-7}$. Its integral from $X$ is at most $64c_0/X^6$, and the prefactor $1/32$ leaves $2c_0/X^6$. The bound is loose: for $X\gg B$ the first omitted term is $g^{(5)}(X)/128\approx-20/X^8$.

## Pseudocode

```
function HEATER_INTEGRAL(B, eps):
    beta2 = i*B^2
    N = 8
    repeat
        X = N*pi
        S = 0
        split 0 <= t <= arsinh(pi/B) into panels of length <= 1
        for each panel, add to S the 20-point Gauss sum of
            sinc2(B*sinh t) * cosh t / sqrt(sinh(t)^2 + i)
        for n = 1 to N-1, add to S the 20-point Gauss sum of
            sinc2(x) / sqrt(x^2 + beta2)   on [n*pi, (n+1)*pi]
        S = S + 1/(2*X*(X + sqrt(X^2 + beta2)))
        S = S + g1(X)/8 - g3(X)/32
        bound = 2*c0/X^6
        if bound < |S| and bound/(|S| - bound) <= eps: return S
        N = 2*N
```

Here `sinc2(x)` is $\sin^2x/x^2$ with value 1 at $x=0$, `g1` and `g3` are $g'$ and $g'''$, and the root has positive real part. The stopping rule controls the tail error relative to $|I|$, since $|I|\ge|S|-|\epsilon|$ apart from panel errors. Choose `eps` above the rounding level. Panels from an earlier pass can be stored and reused.

## Cost and stability

One pass at fixed $N$ costs $20\,(N-1+\lceil\operatorname{arsinh}(\pi/B)\rceil)$ evaluations. The dependence on small $B$ is logarithmic. At $B=9.62$ and $N=32$ the cost is 640 evaluations.

For large $B$, $|I|\approx\pi/(2B)$, so the bound on the relative error is about $4c_0B/(\pi X^6)$. Holding this bound fixed requires $X\propto B^{1/6}$, a slow growth. The growth belongs to the bound, not to the error: for $X\ll B$, $g\approx1/(\beta x^2)$ and the first omitted term is about $3.6/X^7$ of $|I|$, independent of $B$.

The finite part does not suffer from cancellation. The phase of $1/\sqrt{x^2+iB^2}$ lies between $-45^\circ$ and $0$, and $\sin^2x/x^2$ is not negative. All contributions lie in one $45^\circ$ sector, so the modulus of their sum is at least $\cos22.5^\circ$ times the sum of their moduli.

The scheme was tested against the $K_0$ form for $B=0.01,0.1,1,10,100$ and $N=1,2,4,8,16,32$. Every difference was below $2c_0/X^6$ plus a rounding allowance of $10^{-12}$. At $B=9.62$ the absolute errors of $I$ were:

| $N$ | no tail | mean tail | full tail | bound |
|---|---|---|---|---|
| 2 | 5.0e-3 | 1.0e-4 | 1.2e-6 | 4.0e-4 |
| 8 | 3.9e-4 | 9.2e-7 | 1.1e-10 | 9.9e-8 |
| 32 | 2.5e-5 | 3.7e-9 | 1.4e-15 | 2.4e-11 |

At $N=32$ the first two errors agree with the leading estimates for $X\gg B$, $1/(4X^2)$ and $|g'(X)|/8\approx3/(8X^4)$. The last is close to rounding level, and so is the first omitted term, about $20/X^8\approx2\times10^{-15}$. At $B=0.1$, doubling $N$ from 4 to 8 reduces the full-tail error by a factor of 237, near the $2^8=256$ expected from an $X^{-8}$ term.

## Low frequency: the logarithm

When $B\ll1$ the heat spreads far beyond the strip, which acts almost as a line source. Use

$$K_0(z)=-\left(\ln\frac z2+\gamma\right)\left(1+\frac{z^2}4\right)+\frac{z^2}4+\dots$$

with $\gamma$ Euler's constant. Averages with density $1-s/2$ follow from

$$\langle s^p\rangle=\frac{2^{p+1}}{p+1}-\frac{2^{p+1}}{p+2}=\frac{2^{p+1}}{(p+1)(p+2)}.$$

Differentiating with respect to $p$,

$$\langle s^p\ln s\rangle=\langle s^p\rangle\left(\ln2-\frac1{p+1}-\frac1{p+2}\right).$$

Thus $\langle\ln s\rangle=\ln2-3/2$, $\langle s^2\rangle=2/3$ and $\langle s^2\ln s\rangle=\frac23(\ln2-\frac7{12})$. In both orders $\ln2$ cancels:

$$I=-\ln\beta+\frac32-\gamma+\frac{\beta^2}{6}\left(\frac{19}{12}-\gamma-\ln\beta\right)+\dots$$

The constant $3/2-\gamma$ is 0.9228. Since $\ln\beta=\ln B+i\pi/4$ and $\beta^2=iB^2$,

$$\mathrm{Re}\,I=-\ln B+\frac32-\gamma+\frac{\pi B^2}{24}+\dots,$$
$$\mathrm{Im}\,I=-\frac\pi4+\frac{B^2}6\left(\frac{19}{12}-\gamma-\ln B\right)+\dots$$

With $B\propto\omega^{1/2}$, leading order gives two routes to $k$:

$$\frac{d\,\mathrm{Re}\,\Delta T}{d\ln\omega}=-\frac{P}{2\pi kl},\qquad\mathrm{Im}\,\Delta T=-\frac{P}{4kl}.$$

Neither needs $b$ or $C$, provided $B\ll1$, the heater is much longer than $1/|q|$, and the wave does not reach the back of the substrate.

## High frequency: one-dimensional flow

When $B\gg1$ the wave is shallow compared with the width. Extend the $K_0$ integral to infinity and use $\int_0^\infty K_0(\beta s)ds=\pi/(2\beta)$ and $\int_0^\infty sK_0(\beta s)ds=1/\beta^2$:

$$I=\frac{\pi}{2\beta}-\frac1{2\beta^2}+\int_2^\infty\left(\frac s2-1\right)K_0(\beta s)ds.$$

The last term decays as $e^{-\sqrt2B}$, apart from powers of $B$, because $\mathrm{Re}(2\beta)=\sqrt2B$. The first gives

$$\Delta T=\frac{P}{2blkq},$$

the flux divided by $kq$, with phase $-45^\circ$. Its modulus depends on the effusivity $\sqrt{kC}$, because $k|q|=\sqrt{\Omega kC}$. The second term multiplies it by $1-1/(\pi\beta)$: sideways flow at the edges lowers the mean temperature.

At fixed $X$, this is also where a bare cutoff has its largest relative error. For $1\ll X\ll B$ the missing mean tail is $1/(2X\beta)$, a fraction $1/(\pi X)$ of $I$. At $B=3000$ and $N=32$ the measured loss is 0.31 %, against 0.32 % from this estimate.

## Example: a gold line on fused silica

The line is 50 µm wide, 100 nm thick and 10 mm long. The substrate is 1 mm thick, with the rough values $k=1.4$ W/(m K) and $C=1.65\times10^6$ J/(m³ K). With $P/l=10$ W/m,

$$\frac{P}{\pi kl}=\frac{10}{\pi\times1.4}\ \mathrm K=2.274\ \mathrm K.$$

| current frequency | $B$ | Re $\Delta T$ (K) | Im $\Delta T$ (K) |
|---|---|---|---|
| 1 Hz | 0.096 | 7.424 | −1.774 |
| 10 Hz | 0.304 | 4.830 | −1.708 |
| 100 Hz | 0.962 | 2.417 | −1.397 |
| 1 kHz | 3.04 | 0.831 | −0.707 |
| 10 kHz | 9.62 | 0.262 | −0.250 |

Relative to the full integral, the logarithmic form errs by 0.16 % at 1 Hz, 1.6 % at 10 Hz and 16 % at 100 Hz. The one-dimensional form errs by 45 % at 100 Hz, 11 % at 1 kHz and 3.4 % at 10 kHz. Around 100 Hz neither serves.

The slope between 1 and 10 Hz gives

$$k=\frac{10\times\ln10}{2\pi(7.424-4.830)}=1.413\ \mathrm{W/(m\,K)},$$

0.9 % too high. The term $\pi B^2/24$ explains this: it lowers the difference of $\mathrm{Re}\,I$ by $\pi(0.304^2-0.096^2)/24=0.011$, out of $\frac12\ln10=1.151$. The out-of-phase part at 1 Hz gives $k=10/(4\times1.774)=1.409$ W/(m K), 0.7 % too high.

At 10 kHz the one-dimensional amplitude gives an effusivity of 1556 W s$^{1/2}$/(m² K), against 1520 from the inputs, an error of 2.4 %. The edge term accounts for it, and also for the phase of $-43.6^\circ$ instead of $-45^\circ$.

## Where the model departs from a device

**Line ends.** A point source on the surface gives $e^{-qR}/(2\pi kR)$. For a heated length $L$ averaged over itself, the pair density along the line contains $1-z/L$. The $z/L$ part removes

$$\frac2L\int_0^\infty\frac{z\,e^{-qR}}{2\pi kR}dz=\frac{e^{-qu}}{\pi kqL},$$

where $R^2=z^2+u^2$, $u$ is the lateral separation and $z\,dz=R\,dR$. Thus $I$ falls by about $1/(qL)$ if $B\ll1$ and $|q|L\gg1$. At 1 Hz a direct average gives a change of 0.74 % of $|\Delta T|$. The ends lower $\mathrm{Re}\,\Delta T$ more at 1 Hz than at 10 Hz, which reduces the slope, so the error in $k$ rises from 0.9 % to 2.0 %. The out-of-phase route is more sensitive: its error at 1 Hz rises from 0.7 % to 3.1 %.

**Heater storage.** Let $C'$ be the heater's heat capacity per length and $Z=\Delta T/(P/l)$ the response without storage. The substrate receives $P/l-i\Omega C'\Delta T$, so the amplitude is divided by $1+i\Omega C'Z$, if the flux stays nearly uniform. With $2.5\times10^6$ J/(m³ K) for gold, the amplitude at 10 kHz falls by 3.9 % and the phase by $2.3^\circ$. This exceeds the edge error in the amplitude and has the same sign.

**Back face and radiation.** An isothermal back at depth $d$ replaces $1/\kappa$ by $\tanh(\kappa d)/\kappa$ and changes the complex amplitude $\Delta T$ at 1 Hz by 0.12 % of $|\Delta T|$. A surface loss coefficient $h$ replaces $k\kappa$ by $k\kappa+h$. For a black surface at 300 K in vacuum, $h=6.1$ W/(m² K) and the change is 0.05 %. The example assumes vacuum. Still air above the surface, with a rough conductivity of 0.026 W/(m K) and diffusivity of $2.2\times10^{-5}$ m²/s, adds a parallel path that raises the error in $k$ from the slope from 0.9 % to about 2.8 %, more than the line ends do; it is left out of the ranking below.

**Interface and steady heating.** A rough interface resistance of $10^{-8}$ m² K/W adds 2.0 mK, or 0.55 % of $|\Delta T|$ at 10 kHz. With an isothermal back and $d\gg b$, the steady power raises the heater by

$$\frac{P}{\pi kl}\left(\frac32+\ln\frac{2d}{\pi b}\right)=10.8\ \mathrm K.$$

This follows from the static transform $\int_0^\infty\cos(xs)\tanh(xd/b)\,dx/x=\ln\coth(\pi sb/4d)\approx-\ln(\pi sb/4d)$, averaged with $\langle\ln s\rangle$. At a rough 0.1 %/K, $k$ shifts by up to 1.1 %. Of the departures estimated so far, line ends and steady heating matter most for the low-frequency result, and heater storage for the high-frequency one. Heat conduction across the width of the gold, which makes the flux into the substrate less uniform, is not included in this ranking. Its strength depends on $B$ and on the ratio of the film's conductivity times thickness to $kb$. For a film conductivity of 200 W/(m K) this ratio is 0.57. Conduction across the film then lowers $|\Delta T|$ by about 2 % at 1 Hz and 0.9 % at 10 kHz, but at low frequency it mainly shifts the constant, so the error in $k$ from the slope moves only from 0.9 % to 1.2 %.

**Heater resistance.** The resistance of the gold rises with temperature, so a sinusoidal current does not give exactly the power assumed here. With a temperature coefficient $\alpha$, the power becomes $(P/l)(1+\cos2\omega t)(1+\alpha T(t))$, and its $2\omega$ part grows by a relative amount of about $\alpha(T_0+\Delta T)$, where $T_0$ is the steady rise. For a rough $\alpha=0.003$ per kelvin, $\alpha T_0$ is 3.2 % and $\alpha|\Delta T|$ at 1 Hz is 2.3 %; solved self-consistently, the $2\omega$ power at 1 Hz is 5.7 % above $P/l$. The third-harmonic voltage also picks up the temperature oscillation at $4\omega$. Together these make $k$ from the slope about 7.5 % too low if $P$ is computed with the unheated resistance, and about 4.4 % too low if it is computed with the resistance at the mean temperature. The effect is neglected in the example and, at this power, is larger than that of the line ends and of opposite sign. A lower power reduces both this effect and the steady heating.

## Failure modes

- The time factor $e^{-i\Omega t}$ conjugates $\beta^2$ and $\Delta T$. Mixing the conventions reverses the phase.
- The tail formula requires $X$ to be a multiple of $\pi$. At odd multiples of $\pi/2$ the terms in $g'$ and $g'''$ change sign; at other points boundary terms in $\sin2X$ appear as well.
- At $B=0$ the integral diverges logarithmically. A steady solution needs a heat sink at finite distance, heat loss from the surface, or a heater of finite length.
- A small absolute error is not enough at large $B$, where $I$ itself is small; test the relative error.

The numerical output below lists the values for the quadrature, the example and the departures up to steady heating; it does not include air, conduction across the film or the resistance feedback.

## Numbers as computed

```
substrate conductivity k = 1.4 W/(m K), heat capacity = 1.65e+06 J/(m3 K)
diffusivity D = 0.8485 mm2/s
heater width 2b = 50 um, thickness = 100 nm, length = 10 mm
substrate thickness = 1 mm, heater heat capacity = 2.5e+06 J/(m3 K)
line power amplitude = 10 W/m, scale P/(pi k l) = 2.2736 K
low-frequency constant 3/2 - gamma = 0.922784
Table: current frequency; 1/|q|; B; Re I; Im I
        1 Hz   259.847 um   0.09621   3.265207  -0.780233
       10 Hz    82.171 um   0.30424   2.124470  -0.751409
      100 Hz    25.985 um   0.96211   1.063049  -0.614255
     1000 Hz     8.217 um   3.04245   0.365402  -0.311023
    10000 Hz     2.598 um   9.62106   0.115447  -0.110045
Table: frequency; Re dT; Im dT; error of log form; error of 1D form
        1 Hz   7.42391 K  -1.77397 K     0.158 %   404.519 %
       10 Hz   4.83028 K  -1.70843 K     1.596 %   145.402 %
      100 Hz   2.41699 K  -1.39659 K    16.212 %    44.626 %
     1000 Hz   0.83079 K  -0.70715 K   152.198 %    11.265 %
    10000 Hz   0.26248 K  -0.25020 K  1006.669 %     3.387 %
1D form with edge term at 10 kHz: error = 1.15e-06 %
phase of dT at 10 kHz = -43.628 degrees
Absolute error of I at 10 kHz: N; no tail; mean tail; full tail; bound
    2 4.99e-03 1.03e-04 1.17e-06 4.04e-04
    8 3.94e-04 9.22e-07 1.11e-10 9.86e-08
   32 2.47e-05 3.67e-09 1.36e-15 2.41e-11
error ratio N=4 to N=8 at B=0.1: 237.5
relative loss without tail, B=3000, N=32: 0.00309; 1/(pi X) = 0.00317
grid solution against integral, B=0.5 and 3: 0.060 %, 0.114 %
k from slope 1 to 10 Hz = 1.4130 W/(m K), error 0.93 %
k from Im dT at 1 Hz = 1.4093 W/(m K), error 0.66 %
effusivity sqrt(k C) = 1519.9 W s^0.5/(m2 K)
effusivity from 1D amplitude at 10 kHz = 1555.8 W s^0.5/(m2 K), error 2.37 %
finite substrate at 1 Hz: |change of dT| = 0.115 %
line ends at 1 Hz: |change of dT| = 0.740 %
k from slope with line ends = 1.4285 W/(m K), error 2.04 %
radiation coefficient = 6.12 W/(m2 K), |change of dT| at 1 Hz = 0.0508 %
heater storage at 10 kHz: amplitude change = -3.86 %, phase change = -2.27 degrees
interface resistance = 1e-08 m2 K/W adds 2.00 mK, 0.55 % of |dT| at 10 kHz
steady rise of heater = 10.77 K; at 0.1 %/K, k changes by up to 1.08 %
```
